# Band bending of a silicon Schottky contact at an assumed breakdown field

## Problem

A flat metal contact covers n-type silicon with a uniform donor density $N=1\times10^{16}\ \mathrm{cm^{-3}}$. The relative permittivity is 11.7 and the temperature is 300 K. Suppose that the silicon breaks down when the field at the metal reaches $F=4\times10^5$ V/cm.

(a) Estimate the total band bending at that point, and the reverse bias that produces it if the Schottky barrier is 0.70 eV.

(b) How far does the answer depend on the assumed field, and is that field a reasonable one for this doping?

(c) How does the answer change if the depletion layer has too little room, or if the contact has a curved edge?

(d) Can the charge of mobile carriers be neglected?

## Solution

### (a) From the field to the bending

Put the metal surface at $x=0$ and the silicon at $x>0$. In the depletion approximation, mobile carriers are absent for $0<x<W$, and the silicon is neutral beyond $W$. All donors are taken as ionized, so the charge density in the layer is $+qN$, where $q>0$ is the elementary charge. The layer is planar and the silicon is thicker than $W$.

Let $\mathcal E$ be the field component along $+x$ and $\epsilon$ the permittivity of silicon. Gauss's law gives

$$\frac{d\mathcal E}{dx}=\frac{qN}{\epsilon},\qquad \mathcal E(W)=0 .$$

Integrating from $x$ to $W$ gives

$$0-\mathcal E(x)=\frac{qN}{\epsilon}(W-x).$$

The field is negative: it points from the positive donors towards the metal. Its magnitude is

$$F(x)=\frac{qN}{\epsilon}(W-x),$$

which is largest at the metal. Setting $F(0)=F$ fixes the width,

$$W=\frac{\epsilon F}{qN}.$$

The electrostatic potential $\psi$ obeys $d\psi/dx=-\mathcal E=F(x)$, so it rises from the metal side into the silicon. The total band bending, expressed as a positive voltage, is therefore

$$V=\psi(W)-\psi(0)=\int_0^W \frac{qN}{\epsilon}(W-x)\,dx=\frac{qNW^2}{2\epsilon}=\frac{FW}{2}.$$

The last form is the area of a triangle of height $F$ and base $W$. Inserting $W$ gives

$$V=\frac{\epsilon F^2}{2qN}.$$

For the numbers, $\epsilon=1.0359\times10^{-12}$ F/cm and $qN=1.6022\times10^{-3}\ \mathrm{C/cm^3}$, so

$$W=\frac{(1.0359\times10^{-12})(4\times10^5)}{1.6022\times10^{-3}}\ \mathrm{cm}=2.586\times10^{-4}\ \mathrm{cm}=2.586\ \mathrm{\mu m},$$

$$V=\tfrac12(4\times10^5\ \mathrm{V/cm})(2.586\times10^{-4}\ \mathrm{cm})\approx 52\ \mathrm V .$$

This is the bending between the metal surface and the neutral bulk. Part of it is present without applied bias. In the neutral bulk, the conduction-band edge lies above the Fermi level by $(kT/q)\ln(N_c/N)$ in volts, because the electron density $N_c\exp[-(E_c-E_F)/kT]$ must equal $N$. At the metal, the edge lies above the metal Fermi level by the barrier $\phi_B$. The built-in bending is the difference,

$$V_{bi}=\phi_B-\frac{kT}{q}\ln\frac{N_c}{N}.$$

With the rough value $N_c=2.8\times10^{19}\ \mathrm{cm^{-3}}$ and $kT/q=0.0259$ V, this is $0.70-0.0259\ln(2800)=0.49$ V. The reverse bias is $V-V_{bi}=51.2$ V. The distinction between bending and bias is minor here, but it would matter for a total bending of one or two volts.

### (b) The assumed field

At fixed doping $V\propto F^2$. Lowering $F$ by 10% multiplies the bending by $0.9^2=0.81$, and raising it by 10% multiplies it by $1.1^2=1.21$. The range is 42 to 63 V, so the field limit matters far more than the third digit of the electrostatic calculation.

Electrostatics does not supply this limit. Avalanche breakdown occurs when carriers crossing the layer create enough new electron-hole pairs to sustain the current. Let $\alpha_n$ and $\alpha_p$ be the numbers of pairs created per unit path by an electron and by a hole. Electrons drift from the metal towards the bulk, and holes drift the other way. Let $J_n$ and $J_p$ be the magnitudes of their current densities, which add because the opposite motions carry opposite charges. In steady state $J=J_n+J_p$ is uniform, and

$$\frac{dJ_n}{dx}=\alpha_nJ_n+\alpha_pJ_p .$$

With $s=J_n/J$ and $J_p/J=1-s$, this becomes

$$\frac{ds}{dx}-(\alpha_n-\alpha_p)s=\alpha_p .$$

Define $\Phi(x)=\int_0^x(\alpha_n-\alpha_p)\,dx'$. Multiplication by $e^{-\Phi}$ turns the left side into a derivative:

$$\frac{d}{dx}\left(se^{-\Phi}\right)=\alpha_pe^{-\Phi}.$$

No holes are injected from the n-type bulk, so $s(W)=1$. Integration from 0 to $W$ gives

$$e^{-\Phi(W)}-s(0)=\int_0^W\alpha_pe^{-\Phi}\,dx .$$

Since $d(e^{-\Phi})/dx=-(\alpha_n-\alpha_p)e^{-\Phi}$, we also have

$$1-e^{-\Phi(W)}=\int_0^W(\alpha_n-\alpha_p)e^{-\Phi}\,dx .$$

Adding the two equations, and writing $M=J/J_n(0)=1/s(0)$ for the current multiplication, gives

$$1-\frac1M=\int_0^W\alpha_ne^{-\Phi}\,dx .$$

The multiplication diverges when the integral reaches one.

I use the rough room-temperature form $\alpha=a\,e^{-b/F(x)}$, with coefficients chosen as model inputs. Their digits only make the calculation repeatable and do not express measured accuracy. They are $a=7.03\times10^5\ \mathrm{cm^{-1}}$ and $b=1.231\times10^6$ V/cm for electrons, and $a=1.582\times10^6\ \mathrm{cm^{-1}}$ and $b=2.036\times10^6$ V/cm for holes. Numerical integration over the linear field profile gives 0.98 at the assumed field. The integral reaches one at $4.03\times10^5$ V/cm, where the bending is 52.5 V. The assumed field is thus reasonable for this doping. The close agreement should not be read as 1% accuracy, because the coefficients are rough and are assumed to depend on the local field alone.

The formula also gives $V\propto1/N$, but only if $F$ is held fixed. If $N$ is reduced at fixed $F$, the field profile keeps its triangular shape while $W$ grows. Carriers then travel farther at each field strength and create more pairs, so breakdown occurs at a lower peak field. The breakdown bending consequently rises more slowly than $1/N$ as the doping falls.

### (c) A thin layer and a curved edge

**Thin layer.** Suppose that the silicon of doping $N$ has thickness $d<W$ and rests on an n-type substrate doped so heavily that the bending inside it is negligible. The field still starts at $F$ and falls with slope $qN/\epsilon=F/W$, but the integration stops at $d$:

$$V_d=\int_0^d F\left(1-\frac{x}{W}\right)dx=Fd-\frac{Fd^2}{2W}.$$

Dividing by $V=FW/2$ gives

$$\frac{V_d}{V}=\frac{2d}{W}-\left(\frac dW\right)^2 .$$

At $d=W$ the ratio is one, as required. At $d=W/2$ it is $3/4$: half the thickness supports three quarters of the bending at the same peak field, because the half next to the metal has the higher field. For $d\ll W$ the field is nearly uniform and $V_d\approx Fd$. These results hold the peak field fixed. In a layer much thinner than $W$, carriers have a shorter path on which to create pairs, so breakdown needs a higher peak field and the breakdown bending exceeds this estimate.

**Curved edge.** As a simple model of field crowding at a rounded edge, let the metal boundary be a convex cylinder of radius $r_0$, with silicon outside it. The depletion layer extends to radius $R$, where the field vanishes. The donors between $r$ and $R$ supply the flux through the cylinder of radius $r$. Per unit length,

$$2\pi r\,\epsilon F(r)=qN\pi(R^2-r^2),$$

$$F(r)=\frac{qN}{2\epsilon}\,\frac{R^2-r^2}{r}.$$

Requiring the same peak field, $F(r_0)=F$, gives

$$R^2=r_0^2+\frac{2\epsilon F}{qN}r_0=r_0^2+2Wr_0 .$$

The bending is

$$V_{cyl}=\int_{r_0}^{R}F(r)\,dr=\frac{qN}{2\epsilon}\left[R^2\ln\frac R{r_0}-\frac{R^2-r_0^2}{2}\right].$$

Here $(R^2-r_0^2)/2=Wr_0$, and the planar result gives $qN/2\epsilon=V/W^2$. Hence

$$\frac{V_{cyl}}{V}=\frac{1}{W^2}\left[R^2\ln\frac R{r_0}-Wr_0\right].$$

For $r_0=1\ \mathrm{\mu m}$, $R^2=1+2(2.586)=6.17\ \mathrm{\mu m^2}$ and $R=2.48\ \mathrm{\mu m}$. The bracket is $6.17\times0.910-2.59=3.03\ \mathrm{\mu m^2}$. Division by $W^2=6.69\ \mathrm{\mu m^2}$ gives a ratio of 0.45, or 23.4 V.

The planar limit provides a check. Let $w=W/r_0\ll1$. The bracket becomes

$$r_0^2\left[\frac{1+2w}{2}\ln(1+2w)-w\right].$$

Since $\tfrac12\ln(1+2w)=w-w^2+\cdots$, the product is $(1+2w)(w-w^2)=w+w^2+\cdots$. The bracket therefore tends to $r_0^2w^2=W^2$, and $V_{cyl}\to V$.

The value 23.4 V is the bending at the same peak field, not a calculated edge breakdown voltage. Near the curved edge the field falls more steeply and the depletion layer is narrower, so there is less ionization at a given peak field. Edge avalanche therefore needs a peak field above the planar critical value. With the ionization coefficients of part (b) applied to the cylindrical field, the multiplication diverges at about $5.1\times10^5$ V/cm, where the bending is about 34 V. The coefficients are stretched to a higher field here, so this value is rough.

The model does not describe a thin flat contact that simply ends on the silicon surface. Let $\rho$ be the distance from such an edge and $\theta$ the angle measured from the metal through the silicon. If no flux leaves through the bare surface, the potential difference from the metal varies near the edge as $\rho^{1/2}\sin(\theta/2)$. This vanishes on the metal and has no normal derivative at the bare surface. The ideal field then grows as $\rho^{-1/2}$ and has no finite peak, so a rounded edge or some form of edge protection is needed before a peak field can be assigned.

### Cases compared

The doping is the same in every row.

| Case | Peak field (V/cm) | Bending (V) |
|---|---:|---:|
| Planar, field 10% lower | $3.6\times10^5$ | 41.9 |
| Planar, assumed field | $4.0\times10^5$ | 51.7 |
| Planar, ionization integral equal to one | $4.03\times10^5$ | 52.5 |
| Planar, field 10% higher | $4.4\times10^5$ | 62.6 |
| Cylindrical edge, radius 1 µm | $4.0\times10^5$ | 23.4 |

### (d) Mobile charge

**Electrons at the depletion edge.** The electron density does not drop abruptly at $W$. Let $u=-q\psi/kT$ be the dimensionless bending, with $\psi=0$ in the bulk. Near the depletion edge the electrons remain in equilibrium with the bulk, so their density is $Ne^{-u}$. Boltzmann statistics are suitable because $N/N_c=3.6\times10^{-4}$. Closer to the metal, reverse bias disturbs this equilibrium, but there the electron charge is negligible, as the leakage estimate below shows.

Measure distance in Debye lengths, $L_D=\sqrt{\epsilon kT/(q^2N)}$. Poisson's equation becomes

$$u''=1-e^{-u}.$$

Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:

$$\tfrac12u'^2=u-1+e^{-u}.$$

At the metal $|u'|=qFL_D/kT$, and $e^{-u}$ is negligible. Solving for $u$ and multiplying by $kT/q$ gives

$$V_{tail}=\frac{kT}{q}\left[1+\frac12\left(\frac{qFL_D}{kT}\right)^2\right]=\frac{\epsilon F^2}{2qN}+\frac{kT}{q}.$$

The correction is 0.026 V. Direct numerical integration of the nonlinear equation gives 51.75 V, compared with 51.73 V from the depletion formula.

**Electrons leaking from the metal.** The electrons considered here have energies no more than $\phi_B$ below the unlowered barrier, so the barrier they cross ends within about $\phi_B/F=17.5$ nm of the metal. The field falls by less than 1% over this distance and can be taken as uniform and equal to $F$. An electron at distance $x$ from the metal is attracted by its image charge. The field and the image force together place its potential energy below the unlowered barrier by

$$q\left(Fx+\frac{A}{x}\right),\qquad A=\frac{q}{16\pi\epsilon}.$$

The barrier top is where this depth is smallest. Setting the derivative $F-A/x^2$ to zero gives $x=\sqrt{A/F}$, and the lowering in volts is

$$\Delta=2\sqrt{AF}=\sqrt{\frac{qF}{4\pi\epsilon}} .$$

The barrier falls by 0.070 eV, with its top 0.88 nm from the metal. Taking 0.70 eV as the unlowered barrier, the thermionic current exceeds its unlowered value by the factor $e^{q\Delta/kT}\approx15$. The built-in field already lowers the barrier by about 0.02 eV at zero bias, so the rise over the zero-bias saturation current is only about 6.5.

Electrons can also tunnel below the top. At an energy $qy$ below the unlowered barrier, the thermal supply is larger by $e^{qy/kT}$, while the WKB transmission is $e^{-S(y)}$, with

$$S(y)=\frac2\hbar\int_{x_1}^{x_2}\sqrt{2mq\left(y-Fx-\frac Ax\right)}\,dx$$

taken between the turning points. Relative to thermionic emission over the unlowered barrier, the current is multiplied by

$$e^{q\Delta/kT}+\frac{q}{kT}\int_\Delta^{\phi_B}e^{qy/kT-S(y)}\,dy .$$

The first term counts electrons above the top, with transmission taken as one. With a light mass of 0.19 electron masses, chosen to favour tunnelling, this estimate gives a total factor of about 110. It rests on rough inputs and on the approximate transmission described above, so it is used here only as an order of magnitude. A rough Richardson constant of $110\ \mathrm{A/(cm^2K^2)}$ gives $1.7\times10^{-5}\ \mathrm{A/cm^2}$ over the unlowered barrier, and hence about $1.8\times10^{-3}\ \mathrm{A/cm^2}$ in all before avalanche multiplication.

At a rough drift velocity $v=10^7$ cm/s, the density in transit is $J/(qv)\approx1.2\times10^9\ \mathrm{cm^{-3}}$, about ten million times smaller than $N$. At the assumed field the ionization integral of 0.98 already means $M\approx50$, which raises the current to about $0.09\ \mathrm{A/cm^2}$ and the density to about $6\times10^{10}\ \mathrm{cm^{-3}}$, still far below $N$. Avalanche would have to multiply the current by roughly $9\times10^4$ before this measure of mobile charge reached 1% of the donor charge. Leakage therefore leaves the field profile intact until the device is very close to breakdown, although the current itself may be unacceptable in use.

**Holes at the metal.** If holes there are in equilibrium with the metal, their density is $N_v\exp[-(E_g-q\phi_B)/kT]$. With the rough model inputs $E_g=1.12$ eV and $N_v=2.6\times10^{19}\ \mathrm{cm^{-3}}$, this is about $2\times10^{12}\ \mathrm{cm^{-3}}$, again far below $N$. A barrier close to the full gap would put many more holes at the surface and could invalidate the estimate.

### Comparison with real contacts

Every real contact has a perimeter, so the planar assumption needs particular care at the edge. In the model above, an edge of 1 µm radius lowers the bending at fixed peak field from 52 V to 23 V, a larger change than any other considered here with a number. The fall in breakdown bending is smaller, to about 34 V, because the edge withstands a higher peak field. These figures apply to a rounded edge and are not an estimate for an unprotected flat contact, whose edge is much sharper. Guard rings and field plates are used to reduce this crowding. The planar estimate is relevant to a device whose edge is protected well enough for the flat area to break down first, and whose lightly doped layer is thicker than about 2.6 µm. The remaining values are listed in the numerical output.

## Computed values

```
Temperature: 300 K
Relative permittivity: 11.7
Permittivity: 1.0359e-12 F/cm
Elementary charge: 1.6022e-19 C
Donor density: 1.0e+16 cm^-3
Assumed peak field: 4.00e+05 V/cm
Depletion width: 2.586 um
Total band bending, depletion formula: 51.73 V
Total band bending, with electron tail: 51.75 V
Thermal voltage: 0.0259 V
Bending for field 10% lower: 41.9 V
Bending for field 10% higher: 62.6 V
Barrier height (rough): 0.70 eV
Conduction-band density (rough): 2.8e+19 cm^-3
Built-in bending: 0.49 V
Reverse bias at assumed field: 51.2 V
Electron ionization a (rough): 7.030e+05 cm^-1
Electron ionization b (rough): 1.231e+06 V/cm
Hole ionization a (rough): 1.582e+06 cm^-1
Hole ionization b (rough): 2.036e+06 V/cm
Ionization integral at assumed field: 0.980
Field where ionization integral is one: 4.03e+05 V/cm
Bending where ionization integral is one: 52.5 V
Cylindrical edge radius: 1.0 um
Outer depletion radius at edge: 2.48 um
Bending at edge for same peak field: 23.4 V
Edge-to-planar bending ratio: 0.45
Image-force barrier lowering: 0.070 eV
Distance of barrier top from metal: 0.88 nm
Tunnelling mass (rough): 0.19 electron masses
Richardson constant (rough): 110 A/(cm^2 K^2)
Saturation velocity (rough): 1.0e+07 cm/s
Thermionic current, unlowered barrier: 1.7e-05 A/cm^2
Current factor from image lowering alone: 15
Current factor with lowering and tunnelling: 1.1e+02
Estimated leakage before avalanche: 1.8e-03 A/cm^2
Transit electron density: 1.2e+09 cm^-3
Multiplication for 1% transit charge: 8.7e+04
Band gap (rough): 1.12 eV
Valence-band density (rough): 2.6e+19 cm^-3
Hole density at metal: 2.3e+12 cm^-3
Donor/conduction-band density ratio: 3.6e-04
```
